**Strang splitting for acid–quencher diffusion: second order and its loss**

The program solves $a_t=D_aa_{xx}-kaq$ and $q_t=D_qq_{xx}-kaq$ for acid $a$ and quencher $q$ between zero-flux walls, with diffusivities $D_a$, $D_q$ and neutralization rate constant $k$. For resolved kinetics it asserts global order two for Strang splitting, order one for Lie splitting and a one-step error exponent near three, against an unsplit integration. For practically instantaneous neutralization and equal diffusivities $D$, it asserts that the diffusion–reaction–diffusion form has maximum error $g\sqrt{D\tau/2\pi}$ and integrated acid error $gD\tau/2$ within 3 %, where $\tau$ is the step and $g$ the slope magnitude of $a-q$ at the front. For a large finite rate it asserts the $k^{-1/3}$ law for the acid at the front, reduced order at coarse steps and order two at the finest steps for both nestings. Further assertions cover the closed reaction formula, the L1 contraction of two stiff runs, the encounter-limited rate and a mean order below 1.5 for unequal diffusivities at coarse steps. The output shows orders of 0.503 and 1.003 in the instantaneous limit. In the stiff case the order rises from 0.62 to 2.00 for diffusion–reaction–diffusion and from 0.06 to 2.00 for reaction–diffusion–reaction.

## Check in Python

```python
# Result under test: Strang splitting of the acid-quencher system
#   a_t = Da a_xx - k a q ,   q_t = Dq q_xx - k a q   (zero-flux walls)
# is second order in the time step tau for resolved finite-rate kinetics.
# For instantaneous neutralization and Da = Dq = D, the diffusion-reaction-
# diffusion form has maximum error g sqrt(D tau/(2 pi)) and integrated acid
# error g D tau/2, where g is the slope magnitude of a-q at the front.
# a, q: acid and quencher concentration (mol/m^3); k: rate (m^3/(mol s)).
# DRD: half diffusion, reaction, half diffusion. RDR: the reverse nesting.
import numpy as np
from scipy.constants import N_A
from scipy.fft import dct, idct
from scipy.integrate import quad, solve_ivp

L, T = 50e-9, 60.0
ACID, QUENCHER = 100.0, 40.0
D = 2e-18
D_EQUAL = np.array([D, D])
D_UNEQUAL = np.array([D, 0.5e-18])


def initial(N):
    x = (np.arange(N) + 0.5) * L / N
    acid = 0.5 * ACID * (1 + np.cos(np.pi * x / L))
    return x, np.array([acid, np.full(N, QUENCHER)])


def react(c, k, t):
    """Exact bimolecular neutralization in every cell."""
    d = c[0] - c[1]
    s = np.abs(d)
    z = k * s * t
    safe = np.where(s > 0, s, 1.0)
    phi = np.where(z > 1e-12, -np.expm1(-z) / safe, k * t)
    minority = np.minimum(c[0], c[1])
    rest = minority * np.exp(-z) / (1 + minority * phi)
    return np.array([rest + np.maximum(d, 0), rest + np.maximum(-d, 0)])


def split(c, diff, k, time, n, scheme):
    """Advance by n split steps."""
    N = c.shape[1]
    tau = time / n
    lam = 4 * (N / L)**2 * np.sin(np.pi * np.arange(N) / (2 * N))**2
    full = np.exp(-diff[:, None] * lam * tau)
    half = np.exp(-diff[:, None] * lam * tau / 2)

    def diffuse(u, decay):
        return idct(decay * dct(u, axis=1, norm="ortho"),
                    axis=1, norm="ortho")

    for _ in range(n):
        if scheme == "DRD":
            c = diffuse(react(diffuse(c, half), k, tau), half)
        elif scheme == "RDR":
            c = react(diffuse(react(c, k, tau / 2), full), k, tau / 2)
        else:
            c = react(diffuse(c, full), k, tau)
    return c


def unsplit(c, diff, k, time, stiff):
    """Method-of-lines reference without any splitting."""
    N = c.shape[1]
    inv_h2 = (N / L)**2

    def rhs(t, y):
        u = y.reshape(-1, 2)
        jump = np.diff(u, axis=0) * inv_h2
        lap = np.zeros_like(u)
        lap[:-1] += jump
        lap[1:] -= jump
        return (lap * diff - (k * u[:, 0] * u[:, 1])[:, None]).ravel()

    if stiff:
        options = dict(method="LSODA", lband=2, uband=2, rtol=1e-9, atol=1e-9)
    else:
        options = dict(method="DOP853", rtol=1e-11, atol=1e-11)
    sol = solve_ivp(rhs, (0, time), c.T.ravel(), t_eval=[time], **options)
    assert sol.success
    return sol.y[:, -1].reshape(-1, 2).T


def order(coarse, fine):
    return np.log2(coarse / fine)


print(f"half period {L*1e9:.0f} nm, bake time {T:.0f} s")
print(f"peak acid {ACID:.0f}, quencher {QUENCHER:.0f} mol/m^3")
print(f"Da {D*1e18:.1f}, unequal Dq {D_UNEQUAL[1]*1e18:.1f} nm^2/s")

# Closed reaction flow against direct integration of the rate equations.
k_smooth = 1e-3
pairs = np.array([[100.0, 40.0, 10.0], [40.0, 40.0, 40.0]])
flow = react(pairs, k_smooth, T)
for i in range(3):
    ode = solve_ivp(lambda t, y: -k_smooth * y[0] * y[1] * np.ones(2),
                    (0, T), pairs[:, i], method="DOP853",
                    rtol=1e-11, atol=1e-11)
    assert np.allclose(flow[:, i], ode.y[:, -1], rtol=1e-8, atol=1e-8)
print(f"reaction only, 100 and 40 mol/m^3 after {T:.0f} s: "
      f"a {flow[0,0]:.4f}, q {flow[1,0]:.4f} mol/m^3")

# Resolved smooth kinetics with unequal diffusivities.
x, start = initial(64)
ref = unsplit(start, D_UNEQUAL, k_smooth, T, False)
print(f"SMOOTH k {k_smooth:.0e} m^3/(mol s), 64 cells")
print(f"final acid at x=0 side {ref[0,0]:.4f}, x=L side {ref[0,-1]:.4f} mol/m^3")
print("tau (s), Strang max error (mol/m^3), order, Lie error, order")
old = None
for n in (15, 30, 60, 120, 240):
    err = np.array([np.max(np.abs(
        split(start, D_UNEQUAL, k_smooth, T, n, name) - ref))
        for name in ("DRD", "LIE")])
    p = order(old, err) if old is not None else np.array([np.nan, np.nan])
    print(f"{T/n:6.3f} {err[0]:.3e} {p[0]:.3f} {err[1]:.3e} {p[1]:.3f}")
    old = err
assert abs(p[0] - 2) < 0.05 and abs(p[1] - 1) < 0.1

# The one-step error is C tau^3 (1 + O(tau)): the cubic law is a limit,
# so the exponent is followed to steps short against the reaction time.
print("one step: tau (s), max error (mol/m^3), exponent")
old = None
for tau in (2.0, 1.0, 0.5, 0.25, 0.125):
    local = np.max(np.abs(
        split(start, D_UNEQUAL, k_smooth, tau, 1, "DRD")
        - unsplit(start, D_UNEQUAL, k_smooth, tau, False)))
    p_local = order(old, local) if old is not None else np.nan
    print(f"{tau:6.3f} {local:.3e} {p_local:.3f}")
    old = local
assert abs(p_local - 3) < 0.15

# L1 contraction at a rate that the step does not resolve.
k_stiff = 10.0
u = start.copy()
v = start + np.array([5 * (1 + np.sin(7 * x / L)), -8 * np.cos(5 * x / L)])
distances = [np.sum(np.abs(u - v)) * L / 64]
for _ in range(12):
    u = split(u, D_UNEQUAL, k_stiff, 5.0, 1, "DRD")
    v = split(v, D_UNEQUAL, k_stiff, 5.0, 1, "DRD")
    distances.append(np.sum(np.abs(u - v)) * L / 64)
assert np.all(np.diff(distances) <= 1e-12 * distances[0])
print(f"L1 distance of two stiff runs: first {distances[0]:.3e}, "
      f"last {distances[-1]:.3e} mol/m^2")

# Instantaneous neutralization: heat solution for a-q gives the limit.
amplitude = 0.5 * ACID * np.exp(-D * (np.pi / L)**2 * T)
offset = 0.5 * ACID - QUENCHER
front = L / np.pi * np.arccos(-offset / amplitude)
g = amplitude * np.pi / L * np.sin(np.pi * front / L)
print(f"front {front*1e9:.3f} nm, slope g {g:.4e} mol/m^4")
k_instant = 1e9
x, start = initial(4096)
limit = np.maximum(offset + amplitude * np.cos(np.pi * x / L), 0)
print(f"INSTANTANEOUS, k {k_instant:.0e} m^3/(mol s), 4096 cells")
print("tau (s), max error, predicted (mol/m^3), L1, predicted (mol/m^2)")
maxima, areas = [], []
for n in (15, 60, 240):
    tau = T / n
    excess = np.abs(split(start, D_EQUAL, k_instant, T, n, "DRD")[0] - limit)
    maxima.append(excess.max())
    areas.append(excess.sum() * L / 4096)
    law_max = g * np.sqrt(D * tau / (2 * np.pi))
    law_area = g * D * tau / 2
    # The kink may lie between cell centres, which costs about one percent.
    assert abs(maxima[-1] / law_max - 1) < 0.03
    assert abs(areas[-1] / law_area - 1) < 0.03
    print(f"{tau:5.2f} {maxima[-1]:.4f} {law_max:.4f} "
          f"{areas[-1]:.4e} {law_area:.4e}")
p_max = order(maxima[0], maxima[-1]) / 4
p_area = order(areas[0], areas[-1]) / 4
assert abs(p_max - 0.5) < 0.03 and abs(p_area - 1) < 0.03
print(f"observed orders: maximum {p_max:.3f}, L1 {p_area:.3f}")

# Large finite rate: width and overlap of the neutralization zone.
x, start = initial(800)
ref = unsplit(start, D_EQUAL, k_stiff, T, True)
slower = unsplit(start, D_EQUAL, k_stiff / 8, T, True)
overlap = np.interp(front, x, ref[0])
overlap_slower = np.interp(front, x, slower[0])
delta = (D / (k_stiff * g))**(1 / 3)
assert abs(overlap_slower / overlap - 2) < 0.1
print(f"STIFF k {k_stiff:.0f} m^3/(mol s), 800 cells")
print(f"width delta {delta*1e9:.4f} nm, tau* {delta**2/D:.4f} s")
print(f"front acid {overlap:.4f} mol/m^3, divided by g delta "
      f"{overlap/(g*delta):.4f}")
print(f"front acid ratio for k/8 against k: {overlap_slower/overlap:.4f}")

print("tau (s), DRD max error (mol/m^3), order, RDR error, order")
old, orders = None, []
for n in 6 * 2**np.arange(11):
    err = np.array([np.max(np.abs(
        split(start, D_EQUAL, k_stiff, T, int(n), name) - ref))
        for name in ("DRD", "RDR")])
    p = order(old, err) if old is not None else np.array([np.nan, np.nan])
    if old is not None:
        orders.append(p)
    print(f"{T/n:8.5f} {err[0]:.3e} {p[0]:.3f} {err[1]:.3e} {p[1]:.3f}")
    old = err
assert orders[0][0] < 1 and abs(orders[0][1]) < 0.2
assert np.all(np.abs(orders[-1] - 2) < 0.2)

# Order loss persists when the two species diffuse at different rates.
ref = unsplit(start, D_UNEQUAL, k_stiff, T, True)
err = [np.max(np.abs(split(start, D_UNEQUAL, k_stiff, T, n, "DRD") - ref))
       for n in (6, 24, 96)]
p_unequal = order(err[0], err[-1]) / 4
assert p_unequal < 1.5
print("unequal D, DRD errors at 10, 2.5, 0.625 s: "
      + ", ".join(f"{e:.4f}" for e in err) + " mol/m^3")
print(f"mean order over this range {p_unequal:.3f}")

# Diffusion-limited capture rate, checked by the radial flux resistance.
capture = 1e-9
k_capture = 4 * np.pi * 2 * D * capture * N_A
# Substituting r = capture/w maps the outer region to 0 < w < 1.
resistance = quad(lambda w: (capture / w**2)
                  / (4 * np.pi * 2 * D * (capture / w)**2), 0, 1)[0]
assert abs(N_A / resistance / k_capture - 1) < 1e-8
delta_capture = (D / (k_capture * g))**(1 / 3)
print(f"capture radius {capture*1e9:.0f} nm, equal D: "
      f"k {k_capture:.4e} m^3/(mol s)")
print(f"its delta {delta_capture*1e9:.3f} nm, tau* {delta_capture**2/D:.3f} s")
print("finished without a failed check")
```

Running it gives:

```
half period 50 nm, bake time 60 s
peak acid 100, quencher 40 mol/m^3
Da 2.0, unequal Dq 0.5 nm^2/s
reaction only, 100 and 40 mol/m^3 after 60 s: a 60.6630, q 0.6630 mol/m^3
SMOOTH k 1e-03 m^3/(mol s), 64 cells
final acid at x=0 side 44.5254, x=L side 3.3317 mol/m^3
tau (s), Strang max error (mol/m^3), order, Lie error, order
 4.000 1.067e-02 nan 3.890e-01 nan
 2.000 2.677e-03 1.995 1.928e-01 1.013
 1.000 6.698e-04 1.999 9.596e-02 1.007
 0.500 1.675e-04 2.000 4.787e-02 1.003
 0.250 4.187e-05 2.000 2.391e-02 1.002
one step: tau (s), max error (mol/m^3), exponent
 2.000 1.217e-03 nan
 1.000 1.725e-04 2.819
 0.500 2.302e-05 2.905
 0.250 2.976e-06 2.951
 0.125 3.784e-07 2.975
L1 distance of two stiff runs: first 5.021e-07, last 2.109e-07 mol/m^2
front 30.204 nm, slope g 1.8525e+09 mol/m^4
INSTANTANEOUS, k 1e+09 m^3/(mol s), 4096 cells
tau (s), max error, predicted (mol/m^3), L1, predicted (mol/m^2)
 4.00 2.1004 2.0903 7.4756e-09 7.4101e-09
 1.00 1.0448 1.0452 1.8566e-09 1.8525e-09
 0.25 0.5209 0.5226 4.6341e-10 4.6313e-10
observed orders: maximum 0.503, L1 1.003
STIFF k 10 m^3/(mol s), 800 cells
width delta 0.4762 nm, tau* 0.1134 s
front acid 0.4815 mol/m^3, divided by g delta 0.5458
front acid ratio for k/8 against k: 2.0004
tau (s), DRD max error (mol/m^3), order, RDR error, order
10.00000 2.872e+00 nan 4.583e-01 nan
 5.00000 1.873e+00 0.617 4.401e-01 0.058
 2.50000 1.178e+00 0.669 4.030e-01 0.127
 1.25000 6.919e-01 0.767 3.348e-01 0.267
 0.62500 3.582e-01 0.950 2.292e-01 0.547
 0.31250 1.498e-01 1.258 1.140e-01 1.008
 0.15625 4.887e-02 1.616 4.012e-02 1.506
 0.07812 1.352e-02 1.854 1.139e-02 1.817
 0.03906 3.487e-03 1.955 2.960e-03 1.944
 0.01953 8.793e-04 1.988 7.480e-04 1.985
 0.00977 2.203e-04 1.997 1.875e-04 1.996
unequal D, DRD errors at 10, 2.5, 0.625 s: 5.6709, 2.6045, 0.9019 mol/m^3
mean order over this range 0.663
capture radius 1 nm, equal D: k 3.0271e-02 m^3/(mol s)
its delta 3.292 nm, tau* 5.418 s
finished without a failed check
```
